# Crossover temperature for tunnelling at a ferroelectric switching saddle

## Problem

A calculation of polarisation switching in hafnia finds a saddle point with one unstable mode, whose imaginary frequency is quoted as 200 cm⁻¹. Treat the barrier along this mode as a parabola. At what temperature does switching change from thermal passage close to the top of the barrier, with some tunnelling just below it, to thermally assisted tunnelling, in which the system is first excited part of the way up and then tunnels through?

The frequency is taken from the full matrix of second derivatives (the Hessian), mass-weighted, so the mode is a true normal mode. The algebra uses atomic units, $\hbar=m_e=e=1$, with $\beta=1/(k_BT)$.

## A tempting solution

The quoted value is a wavenumber $\tilde\nu$, so the angular frequency is $\omega_b=2\pi c\tilde\nu=3.767\times10^{13}$ s⁻¹. The corresponding quantum is $\hbar\omega_b=0.0248$ eV. Quantum effects in an oscillator become strong when the thermal energy falls below its quantum. Setting $k_BT=\hbar\omega_b$ gives

$$T=\frac{\hbar\omega_b}{k_B}=288\ \text{K}.$$

On this argument a memory capacitor at room temperature would sit right at the border of the tunnelling regime.

## Where it fails

The conversion of units is right; the criterion is wrong. An unstable mode has no ladder of levels spaced by $\omega_b$, so $\omega_b$ is not a level spacing to be compared with $k_BT$. What decides the mechanism is a competition between two exponentials. Going down in energy from the top, the thermal population grows as $e^{\beta(V_0-E)}$, while the transmission of the barrier shrinks. Tunnelling far below the top takes over when the population grows faster than the transmission shrinks, so the energy scale on which the transmission falls is needed.

## Transmission of the parabola

Near the saddle, with $m$ the mass of the mode and $V_0$ the barrier height,

$$V(x)=V_0-\tfrac12 m\omega_b^2x^2 .$$

Put $\xi=\sqrt{m\omega_b}\,x$ and $\varepsilon=(E-V_0)/\omega_b$. Since $d^2/dx^2=m\omega_b\,d^2/d\xi^2$, the Schrödinger equation becomes $-\frac{\omega_b}{2}\psi''-\frac{\omega_b}{2}\xi^2\psi=\omega_b\varepsilon\psi$, or

$$\psi''+(\xi^2+2\varepsilon)\psi=0 .$$

For large $|\xi|$ try $\psi=\xi^{p}e^{i\xi^2/2}$. Then

$$\frac{\psi''}{\psi}=\Big(\frac p\xi+i\xi\Big)^2-\frac{p}{\xi^2}+i=-\xi^2+i(2p+1)+O(\xi^{-2}).$$

This must equal $-\xi^2-2\varepsilon$, so $p=i\varepsilon-\tfrac12$. The second solution is the one with $i\to-i$. For a wave incident from the left, with amplitudes $t$ and $r$,

$$\psi\to t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}\qquad(\xi\to+\infty),$$

$$\psi\to|\xi|^{-i\varepsilon-1/2}e^{-i\xi^2/2}+r\,|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}\qquad(\xi\to-\infty).$$

On the left, $e^{-i\xi^2/2}$ has local wavenumber $-\xi=|\xi|>0$ and is indeed the incident wave.

The amplitudes $r$ and $t$ are linked by following the solution along a large half circle $\xi=|\xi|e^{i\varphi}$, with $\varphi$ going from 0 to $\pi$. There $|e^{i\xi^2/2}|=\exp(-\tfrac12|\xi|^2\sin2\varphi)$. In the first quadrant this wave decays and the other grows, so the purely outgoing solution is the one that decays there. In the second quadrant the same wave is the large one, and its coefficient cannot be altered by the exponentially smaller companion. The companion does appear there, and at $\varphi=\pi$ it is the incident wave. The coefficient of $e^{i\xi^2/2}$ is therefore carried through, and only the power changes:

$$r=t\,e^{i\pi(i\varepsilon-1/2)}=-i\,t\,e^{-\pi\varepsilon}.$$

Each wave carries a flux proportional to its squared amplitude, because the density falls as $1/|\xi|$ while the velocity grows as $|\xi|$. Hence $|r|^2+|t|^2=1$, and the transmission probability is

$$P(E)=|t|^2=\frac{1}{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{2\pi(V_0-E)/\omega_b}} .$$

Numerical integration of the wave equation at $\varepsilon=-0.5$, 0 and 0.4 agrees with this to within 0.2% of $P$.

Well below the top, $P\approx e^{-2\pi(V_0-E)/\omega_b}$. The transmission falls on the scale $\omega_b/2\pi$, not $\omega_b$. This is the factor that the tempting solution lacks.

## Thermal average and crossover

In one dimension the flux of right-moving states per unit energy is $1/(2\pi)$, since $(p/m)\,dp=dE$. If $Q$ is the partition function of the initial well, the rate is

$$k=\frac{1}{2\pi Q}\int P(E)\,e^{-\beta E}\,dE .$$

Classically $P$ is a step at $V_0$ and the integral is $e^{-\beta V_0}/\beta$. The tunnelling correction is the ratio of the two integrals,

$$\kappa=\beta\int_{-\infty}^{\infty}P(E)\,e^{-\beta(E-V_0)}\,dE .$$

Set $s=2\pi(E-V_0)/\omega_b$ and $a=\beta\omega_b/2\pi$, so that $\beta\,dE=a\,ds$:

$$\kappa=a\int_{-\infty}^{\infty}\frac{e^{-as}}{1+e^{-s}}\,ds .$$

For $s\to+\infty$ the integrand falls as $e^{-as}$. For $s\to-\infty$ it behaves as $e^{(1-a)s}$, which decays only if $a<1$.

For $0<a<1$, integrate round the rectangle with sides on the real axis and on $\mathrm{Im}\,s=2\pi$. On the upper side the integrand is multiplied by $e^{-2\pi ia}$, and the vertical ends vanish. The enclosed pole is at $s=i\pi$, where $1+e^{-s}$ has derivative $-e^{-i\pi}=1$, so the residue is $e^{-i\pi a}$. Calling the integral $J$,

$$J\,(1-e^{-2\pi ia})=2\pi i\,e^{-i\pi a}\quad\Rightarrow\quad J=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.$$

Therefore

$$\kappa=\frac{\pi a}{\sin\pi a}=\frac{\beta\omega_b/2}{\sin(\beta\omega_b/2)} .$$

The integral ceases to converge at $a=1$. At that point the Boltzmann factor gains as fast as the transmission loses, and energies far below the top count as much as those near it. This is the crossover:

$$k_BT_c=\frac{\omega_b}{2\pi},\qquad\text{or, with }\hbar\text{ restored,}\qquad T_c=\frac{\hbar\omega_b}{2\pi k_B}=\frac{287.76\ \text{K}}{2\pi}=45.8\ \text{K}.$$

The answer is about 46 K.

At high temperature, $z/\sin z\approx1+z^2/6$ gives $\kappa\approx1+(\beta\omega_b)^2/24$. At 300 K, $\beta\omega_b=0.959$, and the full formula gives $\kappa=1.039$. At the temperature which the tempting solution calls the border, the quantum flux exceeds the classical one by about 4%. This is a net figure: the part of the integral with $s<0$, tunnelling just below the top, is 13.6% of the classical flux, and reflection above the top removes 9.3%.

## What a real barrier does at the crossover

The infinite $\kappa$ comes from a parabola that descends without end. If the energies are cut off at $s=-s_0$, the value at $a=1$ is

$$\int_{-s_0}^{\infty}\frac{ds}{e^{s}+1}=\ln(1+e^{s_0})\approx s_0 ,$$

which is large but finite. To see whether $T_c$ keeps its meaning, take a smooth barrier and the semiclassical transmission $P\approx e^{-S(E)}$ below the top, with

$$S(E)=2\int\sqrt{2m(V-E)}\,dx$$

taken between the turning points. The thermal integrand is $e^{-\Phi}$ with $\Phi=\beta E+S(E)$. The integrand of $S$ vanishes at the turning points, so their motion does not contribute to the derivative:

$$\frac{d\Phi}{dE}=\beta-\tau(E),\qquad \tau(E)=2\int\frac{m\,dx}{\sqrt{2m(V-E)}} .$$

Here $\tau$ is the period of classical motion in the inverted potential. Near the top that motion is harmonic and $\tau=2\pi/\omega_b$.

Suppose $\tau$ grows steadily as $E$ falls. If $\beta<2\pi/\omega_b$, then $d\Phi/dE<0$ at all energies below the top, and the exponent is most favourable at the top. If $\beta>2\pi/\omega_b$, then $\Phi$ rises towards the top, and the dominant energy lies below it. The change occurs at the $T_c$ found above.

The quartic double well $V=V_0(1-y^2)^2$, with $y=x/a_w$, satisfies this condition. Expanding at the top, $V\approx V_0-2V_0x^2/a_w^2$, so $\omega_b^2=4V_0/(ma_w^2)$. With $E=V_0e^2$, where $e$ now denotes a number between 0 and 1,

$$V-E=V_0(1-e-y^2)(1+e-y^2).$$

The substitution $y=\sqrt{1-e}\,\sin\theta$ cancels the first factor against $dy$ and leaves

$$\tau=\sqrt{\frac{2ma_w^2}{V_0}}\int_{-\pi/2}^{\pi/2}\frac{d\theta}{\sqrt{1+e-(1-e)\sin^2\theta}} .$$

The quantity under the root has the derivative $1+\sin^2\theta>0$ with respect to $e$, so $\tau$ does grow as the energy falls. At $e=1$ the integral is $\pi/\sqrt2$, and $\tau=\pi\sqrt{ma_w^2/V_0}=2\pi/\omega_b$, as required.

The condition can fail. Since $S(E)=\int_E^{V_0}\tau\,dE'$, a barrier whose period shrinks below the top has $S(E)<(2\pi/\omega_b)(V_0-E)$ there, and so

$$\Phi(E)-\Phi(V_0)<\Big(\frac{2\pi}{\omega_b}-\beta\Big)(V_0-E).$$

For $\beta$ slightly below $2\pi/\omega_b$ the left side can already be negative. A lower energy then wins at a temperature above $T_c$, and the curvature at the saddle no longer fixes the crossover.

## Numbers for a hafnia cell

Take the quartic well as a model of one polar orthorhombic cell that switches uniformly, with the rough values $V_0=0.60$ eV, four moving oxygens of 15.999 u each, polarisation 50 µC/cm² and cell volume 0.134 nm³. The well displacement follows from $a_w=\sqrt{4V_0/m}/\omega_b=0.505$ Å. The polarisation then implies a charge of 2.07 $e$ per moving oxygen, of the size of the formal charge of an oxide ion. With inputs this rough, that shows only that they do not conflict.

With $V_0/\omega_b=24.2$, the Arrhenius exponent at the crossover is $V_0/(k_BT_c)=2\pi\times24.2=152$. The curvature at the well bottom is $8V_0/a_w^2$, so the well frequency is $\omega_0=\sqrt2\,\omega_b$. With the classical $Q=1/(\beta\omega_0)$, the classical rate is $(\omega_0/2\pi)e^{-\beta V_0}$. Its prefactor is $8.48\times10^{12}$ s⁻¹, and at $T_c$ the rate is about $10^{-53}$ s⁻¹.

To find $\kappa$ for the quartic barrier, use $P=1/(1+e^{S})$, with $S$ continued smoothly above the top. At 77 K this agrees with the parabola's 1.95 to within 1%. At $T_c$, where the parabola diverges, it gives 34. A factor of 34, even with a further factor of about 10 from the quantised levels in the well (see below), does not rescue a rate of $10^{-53}$ s⁻¹. The rate formula assumes that the transmitted flux does not return. An isolated, exactly symmetric well would instead oscillate coherently between its minima, with an exponent $S(0)/2$, half of the one computed below. That gives a frequency of order $10^{-25}$ s⁻¹, far larger but still negligible. The crossover temperature says where the dominant energy leaves the neighbourhood of the top, not that switching is fast. Nor is it the temperature at which half the flux passes below the top. For the parabola at $a=\tfrac12$ the integrand of $J$ is $1/[2\cosh(s/2)]$, which is symmetric about the top, so that point is reached already at $2T_c=92$ K.

A different question is when the Arrhenius exponent equals the tunnelling exponent from the well bottom,

$$S(0)=2a_w\sqrt{2mV_0}\int_{-1}^{1}(1-y^2)\,dy=\frac83\,a_w\sqrt{2mV_0}=\frac{16\sqrt2}{3}\frac{V_0}{\omega_b}=182.5 ,$$

where $a_w\sqrt m=2\sqrt{V_0}/\omega_b$ was used. Equality requires $k_BT=3\omega_b/(16\sqrt2)$, or 38 K. This lies below $T_c$ because $\tau>2\pi/\omega_b$ at every energy below the top, which makes $S(0)=\int_0^{V_0}\tau\,dE$ larger than $2\pi V_0/\omega_b$. Nothing abrupt happens at 38 K: the dominant energy slides down steadily from the top as the temperature falls below $T_c$. At 40 K the dominant energy is 0.284 eV, a little under half the barrier height.

## Corrections to the 46 K

**Friction.** Suppose 200 cm⁻¹ were the bare frequency of a switching coordinate, found from the mass of that coordinate alone and from the curvature of the energy with the other phonons relaxed at each point. Let those phonons act as a harmonic bath that gives a damping rate $\gamma$ without memory. Growth as $e^{\lambda t}$ near the top requires $\lambda^2+\gamma\lambda=\omega_b^2$, so

$$\lambda=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$

The coordinate and its bath form one quadratic system with a single unstable normal mode of frequency $\lambda$. The derivation above applies to that mode, and $k_BT_c=\lambda/2\pi$. For the chosen value $\gamma=0.2\,\omega_b$ the crossover drops to 41 K. The sign depends on the relaxation. Had the other phonons been held fixed, the curvature would be a diagonal element of the mass-weighted Hessian. The lowest eigenvalue cannot lie above such an element, so the coupling could then only raise $T_c$. A frequency from the full Hessian, as assumed in the problem, already contains the coupling, and correcting for it again would count it twice.

**Field.** A field adds $-fy$ to the energy, where $f$ is the cell dipole times the field. At 2 MV/cm, $f=0.084$ eV. The saddle satisfies $-4V_0y(1-y^2)=f$, so $y\approx-f/4V_0$. The curvature there is reduced by the factor $1-3y^2$, and

$$\frac{\omega_b(f)}{\omega_b}\approx1-\frac{3}{32}\Big(\frac{f}{V_0}\Big)^2 .$$

The barrier falls from 0.60 to 0.52 eV, but $T_c$ moves by only 0.1 K. The shift is small because this field is weak for the model. Its barrier vanishes only at $f=8V_0/(3\sqrt3)$, about 22 MV/cm, where $y^2=1/3$ and $\omega_b$ and $T_c$ go to zero. Real hafnia films switch at roughly 1 to 2 MV/cm by other paths, so the 0.1 K does not carry over to them.

**Levels in the well.** Replacing the classical $Q$ by that of a quantum oscillator, $1/[2\sinh(\beta\omega_0/2)]$, multiplies the rate by $\sinh(\beta\omega_0/2)/(\beta\omega_0/2)$. At 300 K this is 1.08, larger than the net barrier correction $\kappa=1.04$. In this one-dimensional model the two together raise the rate by 12% over its classical value. Changes in the zero-point energy of the other phonons between the well and the saddle are left out. The crossover is unaffected, because $Q$ does not enter the integral over energy.

## Relation to real capacitors

The barrier, polarisation and field are rough inputs, and 200 cm⁻¹ is the given value, not a measured one. One assumption that devices break is uniform switching of a single free cell. At 300 K and zero field the model cell would flip several hundred times per second, which is useless for a memory. If $N$ cells move rigidly together, $V_0$ and $m$ both grow as $N$ at fixed $a_w$. Then $\omega_b$ and $T_c$ stay the same, while the exponents grow $N$-fold. Films switch by nucleation and motion of domain walls, whose saddles have frequencies of their own. As $T_c$ is proportional to the frequency, a saddle at 100 cm⁻¹ would cross over at 23 K. For a parabolic top that meets the period condition, operation at 300 K would become the tunnelling regime only with an imaginary frequency above about 1300 cm⁻¹, which is $200\times300/45.8$. The numerical output below lists the values used here.

## Calculated quantities

```
Imaginary wavenumber: 200 1/cm
Angular frequency omega_b: 3.7673e+13 1/s
Quantum hbar*omega_b: 0.02480 eV
hbar*omega_b/k_B: 287.76 K
Crossover temperature T_c: 45.80 K
Thermal energy k_B*T_c: 0.003947 eV
Barrier per cell V0: 0.60 eV
Moving oxygens per cell: 4
Mass of one oxygen: 15.999 u
Well displacement a: 0.505 angstrom
Polarisation: 50 uC/cm2
Cell volume: 0.134 nm3
Effective charge per moving oxygen: 2.07 e
V0/(hbar*omega_b): 24.20 (no unit)
kappa at 300 K, parabola: 1.0394
kappa at 300 K, quartic: 1.0390
kappa at 77 K, parabola: 1.9545
kappa at 77 K, quartic: 1.9439
kappa at 60 K, parabola: 3.5422
kappa at 60 K, quartic: 3.4743
kappa at T_c, quartic: 33.70
Dominant energy at 40 K, quartic: 0.284 eV
Arrhenius exponent V0/(k_B*T_c): 152.0
Tunnelling exponent S(0): 182.5
Temperature of equal exponents: 38.15 K
Attempt frequency in the well: 8.479e+12 1/s
log10 classical rate (1/s) at T_c: -53.1
log10 classical rate (1/s) at 300 K: 2.85
Friction gamma/omega_b: 0.20
T_c with friction, bare mode: 41.45 K
Field: 2.0 MV/cm
Field energy f per cell: 0.0836 eV
Barrier in the field: 0.519 eV
T_c in the field: 45.71 K
Well quantisation factor at 300 K: 1.0785
Quantum/classical rate at 300 K: 1.1205
```
